# Why the neutral silicon vacancy distorts from tetrahedral symmetry

The neutral silicon vacancy distorts because its two highest electrons occupy a threefold degenerate level. A small displacement of the neighbours splits that level and lowers the electronic energy in proportion to the displacement, while the elastic cost grows only as its square. The symmetric geometry is therefore not even a local minimum, however stiff the lattice. If the coupling outweighs exchange, both electrons enter one orbital with opposite spins, which doubles the force and quadruples the energy gain. Degeneracy alone does not fix the shape: it is tetragonal when the e displacements gain more energy than the t2 displacements.

## The level and its coupling to the neighbours

Removing an atom leaves four dangling bonds, on neighbours in the directions

$$1:(1,1,1),\quad 2:(-1,-1,1),\quad 3:(1,-1,-1),\quad 4:(-1,1,-1).$$

Their combinations are a symmetric orbital $a_1=(1,1,1,1)/2$ and three t2 orbitals,

$$x=\tfrac12(1,-1,1,-1),\quad y=\tfrac12(1,-1,-1,1),\quad z=\tfrac12(1,1,-1,-1).$$

With hopping $-t$ between sites, $a_1$ lies at $-3t$ and t2 at $+t$. The neutral vacancy has four electrons: two fill $a_1$ and two remain for t2.

Let $t$ fall with distance $d$, with $g=-dt/dd>0$. Consider the displacement $Q_\theta$, normalized so that $Q^2$ is the sum of the squared movements of the four neighbours. For $Q_\theta>0$, pairs 1–2 and 3–4 each close by $Q_\theta/\sqrt3$, and the other four distances grow by $Q_\theta/(2\sqrt3)$. Since

$$\langle z|H|z\rangle=-\tfrac12(t_{12}+t_{34})+\tfrac12(t_{13}+t_{14}+t_{23}+t_{24}),$$

the shift of $z$ is

$$-\tfrac12\,\frac{2gQ_\theta}{\sqrt3}-\tfrac12\,\frac{4gQ_\theta}{2\sqrt3}=-\frac{2g}{\sqrt3}Q_\theta\equiv-V_EQ_\theta .$$

Orbitals $x$ and $y$ rise by half as much each. Physically, $z$ is bonding within each approaching pair, so the missing bonds are partly replaced by two new, weaker ones.

Symmetry gives the general form. The e displacements are unchanged by half-turns about the cube axes. Any two different orbitals among $a_1,x,y,z$ have opposite signs under at least one half-turn, so e displacements cannot mix them. A t2 displacement mixes two t2 orbitals and also mixes $a_1$ with the third. Within t2, the one-electron matrix is

$$h=V_E\left[Q_\theta\,\mathrm{diag}(\tfrac12,\tfrac12,-1)+Q_\varepsilon\,\mathrm{diag}(-\tfrac{\sqrt3}{2},\tfrac{\sqrt3}{2},0)\right]
+V_T\begin{pmatrix}0&Q_\zeta&Q_\eta\\Q_\zeta&0&Q_\xi\\Q_\eta&Q_\xi&0\end{pmatrix}.$$

Its trace is zero. The elastic energy is $\tfrac12K_E(Q_\theta^2+Q_\varepsilon^2)+\tfrac12K_T(Q_\xi^2+Q_\eta^2+Q_\zeta^2)$, where the stiffnesses refer to filled $a_1$ and empty t2. Nuclei are classical for now, and spin-orbit coupling is omitted.

## Why the symmetric point is unstable

Repulsion must be included before deciding which two-electron state is lowest. For real t2 orbitals, the same half-turns, together with the threefold rotations that permute $x,y,z$, leave three integrals: $U=(xx|xx)$, $U'=(xx|yy)$ and $J=(xy|xy)$. The two-electron states follow directly.

- The antisymmetric combinations of $xy$, $yz$ and $zx$ form $^3T_1$, at $U'-J$.
- The symmetric combinations form $^1T_2$, at $U'+J$.
- The double occupations $xx,yy,zz$ each have energy $U$ and are connected by $J$. Their sum is $^1A_1$, at $U+2J$; the other two combinations are $^1E$, at $U-J$.

$J$ is the Coulomb self-energy of the density $xy$, so it is positive. Likewise, $2(U-U')$ is the self-energy of $x^2-y^2$ and is positive. Hence $^3T_1$ is lowest within this configuration and the nondegenerate $^1A_1$ is never lowest. The lead of $^3T_1$ over $^1E$ can be tiny, because $x^2$ and $y^2$ have equal weights on each site. Four s-type Gaussian orbitals at the neighbour positions, with exponent 0.15 in atomic units, give $(U-U')/J=0.0011$ without screening. Broader orbitals, or hybrids directed into the vacancy, can give much larger values. Where the lead is small, mixing with configurations that have holes in $a_1$, which is omitted here, can reverse the order.

The instability survives either order. In $^3T_1$, two different orbitals are filled and one, $m$, is empty. Because $h$ has zero trace, the coupling energy is $-\langle m|h|m\rangle$. Leaving $z$ empty gives $+V_EQ_\theta$, which falls for negative $Q_\theta$. In $^1E$, the two states respond as

$$\frac{xx-yy}{\sqrt2}:\ +V_EQ_\theta,\qquad
\frac{xx+yy-2zz}{\sqrt6}:\ \left(\tfrac16+\tfrac16-\tfrac46\cdot2\right)V_EQ_\theta=-V_EQ_\theta .$$

One of them falls for either sign. With the form of the two-electron state held fixed, the best tetragonal displacement of either term changes the energy by

$$\Delta E=-V_E|Q|+\tfrac12K_EQ^2 .$$

This is negative for small enough $|Q|$ whenever $V_E\neq0$. Letting the state adjust, as $^1E$ does by mixing with $^1A_1$, can only lower the energy further. Greater stiffness reduces the distortion but cannot remove it.

A $^1A_1$ ground term would behave differently. It weights the three orbitals equally, so its linear energy vanishes with the trace. It can still soften by mixing with other terms, but the symmetric point becomes unstable to small displacements only if that softening exceeds the stiffness. With the unphysical choice $J=-2$ eV, which puts $^1A_1$ lowest, minimization over all five displacements returns $Q=0$. The degenerate ground term is thus what makes the instability unavoidable.

## How far it distorts, and in which direction

First leave out repulsion and put $N=1$ or 2 electrons in a real orbital $n=(n_x,n_y,n_z)$. For each displacement, with mean coupling matrix element $\bar O_i=\langle n|O_i|n\rangle$, the energy is $NV_i\bar O_iQ_i+\tfrac12K_iQ_i^2$. Setting its derivative to zero gives

$$Q_i=-\frac{NV_i\bar O_i}{K_i},\qquad E_i=-\frac{N^2V_i^2\bar O_i^2}{2K_i}.$$

Define $p=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. The e elements obey

$$\tfrac14(n_x^2+n_y^2-2n_z^2)^2+\tfrac34(n_y^2-n_x^2)^2
=n_x^4+n_y^4+n_z^4-p=1-3p,$$

where the last step uses $(n_x^2+n_y^2+n_z^2)^2=1$. The t2 elements are $2n_yn_z$, $2n_xn_z$ and $2n_xn_y$, whose squares add to $4p$. With

$$E_E=\frac{V_E^2}{2K_E},\qquad E_T=\frac{2V_T^2}{3K_T},$$

the sum over displacements becomes

$$E(n)=-N^2\left[E_E(1-3p)+3pE_T\right]=-N^2\left[E_E+3p(E_T-E_E)\right].$$

This is linear in $p$, which runs from 0 on a cube axis to $1/3$ on a body diagonal. The minimum is therefore tetragonal if $E_E>E_T$ and trigonal if $E_T>E_E$. At equality the linear model has no preference.

For a pair in $z$ the tetragonal result is

$$Q_\theta=\frac{2V_E}{K_E},\qquad E=-4E_E .$$

Two electrons double the force and hence the displacement; the gain, half of force times displacement, is four times the one-electron value.

What decides the shape? The four-site model gives $|V_T|=g$ and $V_E=2g/\sqrt3$, so $|V_T/V_E|=0.866$. At equal stiffness $E_T/E_E=\tfrac43(0.866)^2=1$: the simplest bond picture is exactly marginal. The choice then rests on what this picture omits, such as different stiffnesses, repulsion within t2 or coupling to other levels.

The filled $a_1$ level is one such effect. Let it lie $\Delta$ below t2 and couple to it with strength $V_A$. When t2 is empty, mixing lowers the energy of the two $a_1$ electrons by $2V_A^2Q^2/\Delta$. This softening is already contained in $K_T$, so the stiffness without it is $\tilde K_T=K_T+4V_A^2/\Delta$. In the trigonal state $a_1$ mixes with the filled orbital $n$. Mixing two filled levels leaves their sum unchanged, so the softening is lost and the trigonal gain falls from $4E_T$ to $4E_TK_T/\tilde K_T$. The tetragonal gain is unchanged, since e displacements do not mix $a_1$ with t2. For given $K_E$ and $K_T$, the filled shell thus favours the tetragonal shape. It does not settle the choice by itself: if the stiffnesses are equal before $a_1$ mixing, $\tilde K_T=K_E$, the bond model gives equal tetragonal and trigonal gains, and neither shape is lowest. At the tetragonal point the stiffness along $Q_\xi$ and $Q_\eta$ is $\tilde K_T-4V_T^2/(6E_E)-4V_A^2/(\Delta+2E_E)$; the first two terms then cancel, leaving it negative. The energy falls further into an orthorhombic shape in which one pair closes and the opposite pair opens, because there $a_1$ mixes with an empty orbital.

## When pairing beats exchange

With repulsion, a pair in $z$ has energy $U-4E_E$ at the displacement above. The triplet acts as a single hole: for $E_E>E_T$ its minimum is $U'-J-E_E$, at half the displacement and with opposite sign. The pair is certainly lower if

$$U-4E_E<U'-J-E_E\quad\Longleftrightarrow\quad 3E_E>U-U'+J .$$

This condition is sufficient rather than necessary, because $J$ also mixes $zz$ with $(xx+yy)/\sqrt2$ and lowers the singlet further. The matrix element is $\sqrt2J$. The energies are $U-2V_EQ_\theta$ and $U+J+V_EQ_\theta$, so their separation at $Q_\theta=2V_E/K_E$ is $12E_E+J$. The extra gain is about $2J^2/(12E_E+J)$.

A large $J$ alone does not give high spin, because it lowers $^1E$ together with $^3T_1$. For $J\gg E_E$ the singlet lies at $U-J-E_E$, less about $8E_E^2/(3J)$ from mixing with $^1A_1$, so the triplet wins only if $U-U'$ exceeds roughly $8E_E^2/(3J)$. With $E_E=0.1125$ eV and $U-U'=0.01$ eV the singlet is still lowest at $J=2$ eV. When the triplet does win, it still distorts, but gains only $E_E$ and moves the pairs 1–2 and 3–4 apart.

## Worked example

Take $V_E=15$ eV/nm, $V_T=13$ eV/nm, $K_E=1000$ eV/nm² and $K_T=2000$ eV/nm², with $U=0.20$, $U'=0.19$ and $J=0.04$ eV. These are round model values. The choice $K_T=2K_E$ makes the tetragonal shape an input here, not a prediction. The one-electron gains are

$$E_E=\frac{15^2}{2\times1000}=0.1125\ \text{eV},\qquad
E_T=\frac{2\times13^2}{3\times2000}=0.0563\ \text{eV}.$$

Without repulsion the pair gains $4E_E=0.450$ eV at $Q_\theta=0.030$ nm. Each neighbour moves $Q_\theta/2=0.015$ nm. The trigonal alternative gains 0.225 eV, or 0.168 eV once $a_1$ is included with an assumed $\Delta=1$ eV and $V_A=V_T$. The filled orbital moves to $-0.450$ eV and the two empty ones to $+0.225$ eV, a splitting of 0.675 eV.

With repulsion, and with energies measured from the undistorted vacancy with empty t2:

- The undistorted $^3T_1$ and $^1E$ terms lie at 0.150 and 0.160 eV.
- The distorted triplet lies at $0.19-0.04-0.1125=0.0375$ eV.
- The distorted singlet lies at $-0.252$ eV, including 0.0023 eV from pair exchange.

The distortion therefore gains $0.150+0.252=0.40$ eV relative to the lowest undistorted term. The singlet beats the triplet by 0.29 eV, in line with $3E_E=0.338$ eV against $U-U'+J=0.050$ eV. The uncertain order of the undistorted terms, 0.01 eV apart here, has little bearing on this result.

The same energies set the charge behaviour. With zero, one and two t2 electrons they are 0, $-0.1125$ and $-0.252$ eV. The first electron adds $-0.1125$ eV and the second $-0.140$ eV, so the second is bound more strongly despite repulsion. The effective pairing energy is

$$E(2)+E(0)-2E(1)=-0.252+0.225=-0.027\ \text{eV}.$$

In this model two singly positive vacancies lower their energy by becoming one neutral and one doubly positive vacancy. The margin is small: raising $U$ by 0.03 eV, with everything else fixed, would reverse it. Zero-point motion, left out here, narrows it further. It lowers each distorted state by about 0.015 eV, which counts twice for $E(1)$ but once for $E(2)$, and so leaves a pairing energy of only about $-0.01$ eV. The symmetric breathing displacement, also left out, works the other way. It shifts all three t2 orbitals equally, so at linear order it does not affect the shape, the barrier or the singlet–triplet order, but it lowers $E(N)$ by $N^2V_B^2/(2K_B)$ and adds $-V_B^2/K_B$ to the pairing energy. The bond model gives $|V_B|=V_E/\sqrt2=10.6$ eV/nm, hence $-0.11$ eV for $K_B=1000$ eV/nm² and $-0.03$ eV for 4000 eV/nm². The small margin is therefore a feature of the five displacements kept here.

## Hopping between the distorted shapes

There are three equivalent tetragonal wells, one for each cube axis. Between the $x$ and $y$ wells lies $n=(1,1,0)/\sqrt2$, where $p=1/4$. Without repulsion the barrier is

$$B=4\cdot3\cdot\tfrac14(E_E-E_T)=3(E_E-E_T)=0.17\ \text{eV}.$$

No path avoids it. The energy at any $Q$ with orbital $n$ is at least $E(n)$. The condition $p<1/4$ means $n_x^4+n_y^4+n_z^4>1/2$, which confines $n$ to separate regions around the three axes. If levels cross on the way, $n$ can rotate within the degenerate pair at fixed energy, so the bound still holds.

Repulsion raises the barrier to 0.20 eV. The orbital $(x+y)/\sqrt2$ has self-repulsion $(U+U')/2+J=0.235$ eV, against 0.200 eV in a well, and this accounts for nearly all the increase. Including $a_1$ instead of repulsion gives 0.18 eV; the two corrections were not combined.

For a vibrating mass equal to that of a silicon atom, the e and t2 quanta are 0.039 and 0.055 eV. The pair gain is 11.7 e quanta, so a static distortion is a good starting point. The well is softer sideways: $Q_\xi$ and $Q_\eta$ mix the filled orbital with empty ones $6E_E$ above it, which lowers the energy by $2V_T^2Q^2/(6E_E)$. The stiffness becomes

$$K_T-\frac{4V_T^2}{6E_E}=K_T\left(1-\frac{E_T}{E_E}\right)=999\ \text{eV/nm}^2 .$$

This lowers the zero-point energy by 0.016 eV relative to the undistorted vacancy with empty t2. A semiclassical estimate along one path through the barrier gives a tunnelling energy of about $2\times10^{-10}$ eV. This estimate is rough and may be low by a factor of ten or more, which would still leave the tunnelling energy far below the other energies here. Small as it is, even $2\times10^{-10}$ eV would mean about $5\times10^4$ exchanges per second between perfectly equivalent wells. In a real crystal, random strain typically offsets the wells by much more than this energy and suppresses such coherent exchange.

The thermal estimates below count only classical passage over the barrier. With attempt frequency $9.3\times10^{12}$ s⁻¹ and $B=0.1685$ eV, the rate $\nu e^{-B/k_BT}$ reaches one hop per second at about 65 K. With the 0.204 eV barrier this temperature scales to $65\times0.204/0.1685\approx79$ K. Both values are upper estimates. At the top of the lower barrier the curvature along $Q_\varepsilon$ is $K_E(1-E_E/E_T)=-997$ eV/nm². With $\omega$ the frequency for the magnitude of this curvature, tunnelling becomes the main route below about $\hbar\omega/2\pi k_B=71$ K. Strain suppresses coherent exchange but not tunnelling assisted by lattice vibrations, so one hop per second is reached at a lower temperature. At 300 K the lower barrier would give more than $10^{10}$ hops per second. A slow measurement would then see averaged tetrahedral symmetry although each vacancy is distorted at nearly every instant.

## The real vacancy

Spin resonance shows a tetragonal distortion for the singly positive silicon vacancy. The neutral one has a nonmagnetic ground state, as expected for a pair in one orbital, and negative pairing energy is an established property of this defect. The reorientation barrier of the neutral vacancy is roughly 0.2 eV, so the example has a barrier of the right size. Its splitting of 0.675 eV is smaller than the silicon gap of roughly 1.1 eV, but the model does not say where the levels lie relative to the band edges. The 300 K hopping rate is hypothetical for most samples, since isolated vacancies migrate and are lost below room temperature.

The assumption of linear coupling is visibly strained. If hopping decays exponentially over an assumed 0.1 nm and the exact distances between the displaced neighbours are used, the filled level falls 7% further than the linear law says at the same displacement. The exponential alone accounts for about 2.5%; the rest arises because some distances do not change linearly with $Q_\theta$. For two electrons the full 7% is $2\times0.07\times0.45=0.06$ eV, or 14% of the 0.45 eV pair gain. Real defect orbitals also spread beyond the four neighbours, so $V$ and $K$ are effective quantities to be fitted, not properties of single bonds.

## What to do about it

**In calculations, break the symmetry deliberately.** If two electrons are spread equally over the three t2 orbitals, by symmetry constraints or broad occupation smearing, the zero trace of $h$ cancels the distorting force. Start from displaced neighbours with symmetry switched off, and use integer occupations. Try tetragonal, trigonal and orthorhombic starts of both signs, and compare singlet with triplet. The near tie between shapes in the bond model is a reason to check convergence with cell size.

**In defect spectroscopy, use total energies for charge levels.** In the example the filled orbital lies at $-0.45$ eV, but the energy to add the second electron is $-0.14$ eV, because repulsion and lattice relaxation both enter. When the pairing energy is negative, the singly charged state is not the ground state at any Fermi level. It can still be common when $k_BT$ is comparable to the size of the pairing energy, as in this example at room temperature. Carriers are also normally captured one at a time, so a recombination model should keep the singly charged state as an intermediate.

**When assigning symmetry, compare time scales.** A tetrahedral average is evidence against distortion only if the measurement is faster than reorientation. For these parameters, a measurement lasting about a second must be made well below 65 K, and it resolves the distortion only if tunnelling between the wells is also slower than the measurement. The numerical output lists the remaining values.

## Computed results

```
Coupling V_E, V_T: 15.0, 13.0 eV/nm
Stiffness K_E, K_T: 1000, 2000 eV/nm^2
Integrals U, U', J: 0.20, 0.19, 0.04 eV
Four-site |V_T/V_E|: 0.8660
Four-site |V_A/V_T|: 1.0000
Four-site E_T/E_E at equal K: 1.0000
Gaussian-orbital (U-U')/J, unscreened: 0.0011
Terms 3T1, 1E: 0.150, 0.160 eV
Terms 1T2, 1A1: 0.230, 0.280 eV
1E slopes for +Q, -Q: -15.000, -15.000 eV/nm
3T1 slopes for +Q, -Q: -7.500, -15.000 eV/nm
Control 1A1 (J=-2.0 eV) |Q|: 0.000000 nm
One-electron gains E_E, E_T: 0.1125, 0.0563 eV
Pair gain, tetragonal, no repulsion: 0.4500 eV
Pair gain, trigonal, no repulsion: 0.2253 eV
Pair displacement Q, no repulsion: 0.0300 nm
Movement of each neighbour: 0.0150 nm
Occupied and empty t2 levels: -0.4500, 0.2250 eV
Orbital splitting at minimum: 0.6750 eV
Singlet minimum with repulsion: -0.2523 eV
Singlet |Q| with repulsion: 0.02993 nm
Extra singlet gain from pair exchange: 0.00230 eV
Second-order estimate of that gain: 0.00230 eV
Triplet minimum with repulsion: 0.0375 eV
Triplet |Q|: 0.0150 nm
Singlet minus triplet: -0.2898 eV
3E_E and U-U'+J: 0.3375, 0.0500 eV
Effective pairing energy: -0.0273 eV
Reorientation barrier, no repulsion: 0.1685 eV
Barrier with repulsion: 0.2041 eV
Assumed a1-t2 separation: 1.00 eV
Barrier with a1, no repulsion: 0.1789 eV
Trigonal pair gain with a1: 0.1684 eV
Vibrational quanta e, t2: 0.0386, 0.0546 eV
Pair gain / e quantum: 11.66
Softened t2 stiffness at well: 998.5 eV/nm^2
Zero-point energy change: -0.0160 eV
Tunnelling exponent on chosen path: 18.99
Tunnelling energy, order of magnitude: 2.2e-10 eV
Attempt frequency: 9.33e+12 1/s
Temperature for one hop per second: 65.5 K
Estimated hop rate at 300 K: 1.4e+10 1/s
Assumed hopping decay length: 0.10 nm
Nonlinear / linear level lowering: 1.070
```
